**Optimal repeaters in the Bakoglu delay model**

A wire with resistance $r$ and capacitance $c$ per length, driven by optimally spaced and sized repeaters, has the delay $T_*=2(a+\sqrt{ab})\sqrt{R_0C_0rc}\,L$. Here $R_0$ and $C_0$ are the output resistance and input capacitance of a minimum inverter, and $a$ and $b$ are the half-swing times of a lumped RC circuit and an open distributed line in units of RC. The program asserts that direct numerical minimization reproduces the optimal number, size and delay at three wire lengths. It also asserts the excess delay for whole numbers of repeaters, the factor $\sqrt2$ in delay when the resistivity is doubled and the penalties for a wrong number or size. An RC ladder solved by diagonalization tests the stage formula in its limits and at the optimum. For the model wire the output shows 96.4 ps/mm, with segments of 33.8 µm and repeaters of size 50. The stage formula lies 2.6% below the ladder result at that optimum.

## Verification by program

```python
"""
Repeater insertion in a resistive wire (Bakoglu delay model).

Result under test: a wire of length L, cut into k segments each driven by a
repeater of size h, has a minimum 50% delay
    T = 2 (a + sqrt(a b)) sqrt(R0 C0 r c) L,
reached at k = L / sqrt(a R0 C0 / (b r c)) and h = sqrt(R0 c / (r C0)).
For whole k the delay exceeds this line by at most a R0 C0.

r, c   : wire resistance and capacitance per length (ohm/um, fF/um)
R0, C0 : output resistance and input capacitance of a minimum inverter
a, b   : half-swing times of a lumped RC and of an open distributed RC line,
         in units of the respective RC product
Units: ohm, fF, um, ps (1 ohm fF = 0.001 ps).
"""
import numpy as np
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize

PS = 1.0e-3  # ps per ohm fF


def open_line_remainder(t):
    """Missing part of the far-end voltage of an open line, t in units of RC."""
    m = np.arange(40)
    odd = 2 * m + 1
    return 4 / np.pi * np.sum((-1.0) ** m / odd * np.exp(-(odd * np.pi) ** 2 * t / 4))


a = np.log(2.0)
b = brentq(lambda t: open_line_remainder(t) - 0.5, 0.1, 1.0, xtol=1e-14)


def model_stage(Rs, Rw, Cw, CL):
    """Additive stage delay: source Rs, wire Rw and Cw, load CL."""
    return a * Rs * (Cw + CL) + a * Rw * CL + b * Rw * Cw


def ladder_stage(Rs, Rw, Cw, CL, sections=100):
    """Half-swing delay of the same stage from the modes of an RC ladder."""
    cap = np.full(sections + 1, Cw / sections)
    cap[0] *= 0.5
    cap[-1] = 0.5 * cap[-1] + CL
    g = sections / Rw
    diagonal = np.full(sections + 1, 2 * g)
    diagonal[0] = g + 1 / Rs
    diagonal[-1] = g
    root = np.sqrt(cap)
    rates, modes = eigh_tridiagonal(diagonal / cap, -g / (root[:-1] * root[1:]))
    weights = modes[-1] * (modes.T @ root) / root[-1]
    latest = 2 * (Rs + Rw) * (Cw + CL)
    return brentq(lambda t: weights @ np.exp(-rates * t) - 0.5, 0.0, latest,
                  xtol=1e-13, rtol=1e-12)


# The additive stage delay in the limits where it should be exact
small = 1e-4
for stage in [(1.0, small, 1.0, 0.7), (1.0, 0.6, small, 1.0), (small, 1.0, 1.0, 0.0)]:
    assert abs(ladder_stage(*stage) / model_stage(*stage) - 1) < 1e-3

# Model parameters
resistivity = 40e-9                    # ohm m
width, thickness = 50e-9, 100e-9       # m
r = resistivity / (width * thickness) * 1e-6   # ohm/um
c = 0.2                                # fF/um
R0, C0 = 1.0e4, 0.1                    # ohm, fF


def total_delay(k, h, L, r_wire=r):
    """Sum of k equal stage delays in ps."""
    seg = L / k
    return PS * k * model_stage(R0 / h, r_wire * seg, c * seg, h * C0)


def numerical_optimum(L, r_wire=r):
    found = minimize(lambda p: total_delay(np.exp(p[0]), np.exp(p[1]), L, r_wire),
                     [np.log(5.0), np.log(10.0)], method="Nelder-Mead",
                     options=dict(xatol=1e-7, fatol=1e-10, maxiter=2000, maxfev=2000))
    return np.exp(found.x[0]), np.exp(found.x[1]), found.fun


# Derived formulas
seg_opt = np.sqrt(a * R0 * C0 / (b * r * c))
h_opt = np.sqrt(R0 * c / (r * C0))
prefactor = 2 * (a + np.sqrt(a * b))
slope = PS * prefactor * np.sqrt(R0 * C0 * r * c)     # ps/um
A = PS * a * R0 * C0                                  # ps

# Numerical minimum against the formulas, over a factor 16 in length
for L in (250.0, 1000.0, 4000.0):
    k_num, h_num, T_num = numerical_optimum(L)
    assert abs(k_num * seg_opt / L - 1) < 1e-4
    assert abs(h_num / h_opt - 1) < 1e-4
    assert abs(T_num / (slope * L) - 1) < 1e-8

# Effect of doubling the resistivity
_, h_double, T_double = numerical_optimum(1000.0, 2 * r)
_, h_single, T_single = numerical_optimum(1000.0)
resistivity_ratio = T_double / T_single
assert abs(resistivity_ratio - np.sqrt(2)) < 1e-6
assert abs(h_single / h_double - np.sqrt(2)) < 1e-3

# Whole numbers of repeaters: brute force against the excess at the switches
counts = np.arange(1, 13)[:, None]
for n in range(1, 5):
    lengths = np.linspace(n, n + 1, 4001) * seg_opt
    excess = total_delay(counts, h_single, lengths).min(axis=0) - slope * lengths
    assert excess.min() > -1e-9
    assert abs(excess.max() / A - (np.sqrt(n + 1) - np.sqrt(n)) ** 2) < 1e-3
short = np.linspace(0.01, 1.0, 200)
short_excess = (total_delay(counts, h_single, short * seg_opt).min(axis=0)
                - slope * short * seg_opt)
assert np.allclose(short_excess / A, (1 - short) ** 2, atol=1e-6)
second_pays = brentq(lambda L: total_delay(1, h_opt, L) - total_delay(2, h_opt, L),
                     0.5 * seg_opt, 5 * seg_opt)
assert abs(second_pays / seg_opt - np.sqrt(2)) < 1e-8

# Four parts of one stage at the optimum
part_gate = A
part_wire = PS * b * r * c * seg_opt ** 2
part_drive = PS * a * R0 / h_opt * c * seg_opt
part_load = PS * a * r * seg_opt * h_opt * C0
assert abs(part_gate / part_wire - 1) < 1e-10
assert abs(part_drive / part_load - 1) < 1e-10
stage_time = part_gate + part_wire + part_drive + part_load
assert abs(stage_time / (T_single * seg_opt / 1000.0) - 1) < 1e-8

# Penalty for a wrong number or a wrong size
k_mm = 1000.0 / seg_opt
penalty_k = total_delay(2 * k_mm, h_opt, 1000.0) / T_single - 1
penalty_h = total_delay(k_mm, 2 * h_opt, 1000.0) / T_single - 1
share_k = np.sqrt(b) / (np.sqrt(a) + np.sqrt(b))
assert abs(penalty_k - share_k / 4) < 1e-7
assert abs(penalty_h - (1 - share_k) / 4) < 1e-7
assert abs(total_delay(k_mm / 2, h_opt, 1000.0) / T_single - 1 - penalty_k) < 1e-7
assert abs(total_delay(k_mm, h_opt / 2, 1000.0) / T_single - 1 - penalty_h) < 1e-7

# Error of the additive stage delay at the optimum
ladder_time = PS * ladder_stage(R0 / h_opt, r * seg_opt, c * seg_opt, h_opt * C0)
stage_error = stage_time / ladder_time - 1
assert abs(stage_error) < 0.05


# Optimum of the ladder model itself, in units R0 = C0 = r = c = 1
def ladder_delay_per_length(p):
    seg, h = np.exp(p)
    return ladder_stage(1 / h, seg, seg, h) / seg


ladder_best = minimize(ladder_delay_per_length, [0.0, 0.3], method="Nelder-Mead",
                       options=dict(xatol=1e-5, fatol=1e-9, maxiter=400))
ladder_seg, ladder_h = np.exp(ladder_best.x)
assert ladder_best.success
assert abs(ladder_best.fun / prefactor - 1) < 0.05
assert abs(ladder_h - 1) < 0.01

# Growth of the delay on doubling a long wire without further repeaters
doubling_single = total_delay(1, h_opt, 8000.0) / total_delay(1, h_opt, 4000.0)
assert 3.9 < doubling_single < 4.0

print(f"coefficient a (lumped RC)                 {a:.4f}")
print(f"coefficient b (open distributed line)     {b:.4f}")
print(f"prefactor 2(a+sqrt(ab))                   {prefactor:.3f}")
print(f"prefactor with a=0.7, b=0.4               {2 * (0.7 + np.sqrt(0.28)):.3f}")
print(f"resistivity                               {resistivity * 1e9:.0f} nohm m")
print(f"wire width, thickness                     {width * 1e9:.0f}, {thickness * 1e9:.0f} nm")
print(f"wire resistance per length r              {r:.2f} ohm/um")
print(f"wire capacitance per length c             {c:.2f} fF/um")
print(f"minimum inverter R0                       {R0:.0f} ohm")
print(f"minimum inverter C0                       {C0:.2f} fF")
print(f"product R0 C0                             {PS * R0 * C0:.3f} ps")
print(f"optimal segment length                    {seg_opt:.2f} um")
print(f"optimal repeater size h                   {h_opt:.2f}")
print(f"repeater resistance R0/h                  {R0 / h_opt:.1f} ohm")
print(f"repeater input capacitance h C0           {h_opt * C0:.2f} fF")
print(f"segment resistance                        {r * seg_opt:.1f} ohm")
print(f"segment capacitance                       {c * seg_opt:.2f} fF")
print(f"stage part a R0 C0                        {part_gate:.4f} ps")
print(f"stage part b r c l^2                      {part_wire:.4f} ps")
print(f"stage part a (R0/h) c l                   {part_drive:.4f} ps")
print(f"stage part a r l h C0                     {part_load:.4f} ps")
print(f"stage delay, model                        {stage_time:.4f} ps")
print(f"stage delay, RC ladder                    {ladder_time:.4f} ps")
print(f"model error at the optimum                {100 * stage_error:.2f} %")
print(f"optimized delay per length                {1000 * slope:.2f} ps/mm")
print(f"second repeater pays beyond               {second_pays:.2f} um")
print(f"delay ratio, resistivity doubled          {resistivity_ratio:.4f}")
print(f"penalty, k doubled or halved              {100 * penalty_k:.2f} %")
print(f"penalty, h doubled or halved              {100 * penalty_h:.2f} %")
print(f"ladder optimum: prefactor                 {ladder_best.fun:.3f}")
print(f"ladder optimum: segment / model segment   {ladder_seg / np.sqrt(a / b):.3f}")
print(f"ladder optimum: size / model size         {ladder_h:.3f}")
print(f"one stage: delay ratio, 8 mm to 4 mm      {doubling_single:.3f}")
print("L (mm) | real k | whole k | T whole k (ps) | T line (ps) | T one stage (ps)")
all_counts = np.arange(1, 301)
for L in (250.0, 500.0, 1000.0, 2000.0, 4000.0):
    delays = total_delay(all_counts, h_opt, L)
    best = int(np.argmin(delays))
    assert 0 <= delays[best] - slope * L + 1e-9 < A
    print(f"{L / 1000:.2f} | {L / seg_opt:.2f} | {all_counts[best]} | {delays[best]:.3f}"
          f" | {slope * L:.3f} | {total_delay(1, h_opt, L):.1f}")
print("done: every assertion held")
```

Output:

```
coefficient a (lumped RC)                 0.6931
coefficient b (open distributed line)     0.3787
prefactor 2(a+sqrt(ab))                   2.411
prefactor with a=0.7, b=0.4               2.458
resistivity                               40 nohm m
wire width, thickness                     50, 100 nm
wire resistance per length r              8.00 ohm/um
wire capacitance per length c             0.20 fF/um
minimum inverter R0                       10000 ohm
minimum inverter C0                       0.10 fF
product R0 C0                             1.000 ps
optimal segment length                    33.82 um
optimal repeater size h                   50.00
repeater resistance R0/h                  200.0 ohm
repeater input capacitance h C0           5.00 fF
segment resistance                        270.6 ohm
segment capacitance                       6.76 fF
stage part a R0 C0                        0.6931 ps
stage part b r c l^2                      0.6931 ps
stage part a (R0/h) c l                   0.9377 ps
stage part a r l h C0                     0.9377 ps
stage delay, model                        3.2617 ps
stage delay, RC ladder                    3.3474 ps
model error at the optimum                -2.56 %
optimized delay per length                96.44 ps/mm
second repeater pays beyond               47.83 um
delay ratio, resistivity doubled          1.4142
penalty, k doubled or halved              10.63 %
penalty, h doubled or halved              14.37 %
ladder optimum: prefactor                 2.474
ladder optimum: segment / model segment   0.971
ladder optimum: size / model size         1.000
one stage: delay ratio, 8 mm to 4 mm      3.955
L (mm) | real k | whole k | T whole k (ps) | T line (ps) | T one stage (ps)
0.25 | 7.39 | 7 | 24.126 | 24.110 | 52.4
0.50 | 14.78 | 15 | 48.223 | 48.221 | 179.9
1.00 | 29.57 | 30 | 96.446 | 96.442 | 662.1
2.00 | 59.14 | 59 | 192.884 | 192.884 | 2535.6
4.00 | 118.27 | 118 | 385.767 | 385.767 | 9918.4
done: every assertion held
```
